\section*{One-loop growth exponent of the two-dimensional Villain-Lai-Das Sarma equation}

\section{The equation and its linear limit}

\textbf{Q.} You want a growth exponent for a deposited film. Which equation do you start from, and what does it leave out?

\textbf{A.} I use the Villain--Lai--Das Sarma equation for the height $h(\mathbf x,t)$ above a $d$-dimensional substrate, in the frame moving with the mean surface:
\begin{equation}
\partial_t h=-K\nabla^4h+\frac{\lambda}{2}\nabla^2(\nabla h)^2+\eta,\qquad
\langle\eta\eta'\rangle=2D\,\delta(\mathbf x-\mathbf x')\delta(t-t').
\label{eq:model}
\end{equation}
Both deterministic terms are divergences of a surface current, so they move material without adding any. The noise $\eta$ is the randomness of arrival and does not conserve the mean height. I assume no smoothing term $\nu\nabla^2h$, no step-edge instability and no shadowing.

In a box of side $L$ write $h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$ and $S_k=L^d\langle|h_{\mathbf k}|^2\rangle$. For a large box $L^{-d}\sum_{\mathbf q}$ becomes $\int_q\equiv\int d^dq/(2\pi)^d$.

\textbf{Q.} What happens without the nonlinear term?

\textbf{A.} For $\lambda=0$, $\dot S_k=-2Kk^4S_k+2D$. Starting from a flat surface,
\begin{equation}
S_k=\frac{D}{Kk^4}\left(1-e^{-2Kk^4t}\right),\qquad W^2=\int_k S_k .
\label{eq:linear}
\end{equation}
Setting $k=u(2Kt)^{-1/4}$ gives $W^2\propto t^{(4-d)/4}$ for $d<4$. With $W\propto t^\beta$, $\beta=(4-d)/8$, which is $1/4$ at $d=2$.

\section{What the fast waves do to the slow ones}

\textbf{Q.} How do you include $\lambda$ without solving the full problem?

\textbf{A.} Split $h=H+\varphi$, where $\varphi$ is driven by the noise at wavevectors $q>\mu$ and $H$ varies slowly. Averaging over the fast noise gives
\begin{equation}
\partial_tH=-K\nabla^4H+\frac{\lambda}{2}\nabla^2\left[(\nabla H)^2+\langle(\nabla\varphi)^2\rangle\right]+\eta_{\rm slow}.
\label{eq:slow}
\end{equation}
The fast part obeys, to one-loop order,
\begin{equation}
\partial_t\varphi=-K\nabla^4\varphi+\lambda\nabla^2(\nabla H\cdot\nabla\varphi)+\eta_{\rm fast}.
\label{eq:fast}
\end{equation}
The dropped term, quadratic in $\varphi$, changes $\langle(\nabla\varphi)^2\rangle$ at higher order in $\lambda^2$. For $H=0$ the stationary spectrum is $C_q=D/(Kq^4)$.

For slowly varying $H$, isotropy allows
\begin{equation}
\langle(\nabla\varphi)^2\rangle=c_0+c_1(\nabla H)^2+c_2\nabla^2H+\dots
\label{eq:gradient}
\end{equation}
The constant $c_0$ disappears under $\nabla^2$, $c_1$ changes $\lambda$, and $c_2$ changes $K$.

\textbf{Q.} You averaged $(\nabla\varphi)^2$. Its fluctuations are also a noise on $H$. Why does $D$ not change?

\textbf{A.} That noise is
\begin{equation}
\zeta_{\mathbf k}=\frac{\lambda}{2}k^2\sum_{\mathbf q}\mathbf q\cdot(\mathbf k-\mathbf q)\,\varphi_{\mathbf q}\varphi_{\mathbf k-\mathbf q}.
\end{equation}
One minus sign comes from $\nabla^2$ and one from the two gradients. For Gaussian $\varphi$ there are two equal pairings. As $k\to0$ the squared scalar product tends to $q^4$, and the two time correlations multiply to $C_q^2e^{-2Kq^4|t|}$, whose time integral is $C_q^2/(Kq^4)$. Hence
\begin{equation}
2\,\delta D=\frac{\lambda^2k^4}{4}\,2\int_q q^4\frac{D^2}{K^2q^8}\frac1{Kq^4}
\;\Rightarrow\;
\delta D=\frac{\lambda^2D^2k^4}{4K^3}\int_q\frac1{q^8}.
\end{equation}
This vanishes as $k^4$, because the outer Laplacian supplies $k^2$ to each factor of $\zeta$. The arrival noise stays finite at $k=0$, so $D$ is unchanged there.

\section{The coupling}

\textbf{Q.} And $\lambda$? I would expect a sum of several diagrams.

\textbf{A.} A uniform slope is enough to find $c_1$. Put $H=\mathbf s\cdot\mathbf x$ in \eqref{eq:fast}. The gradient gives $i\mathbf s\cdot\mathbf q$ and the Laplacian $-q^2$, so
\begin{equation}
\dot\varphi_{\mathbf q}=-(Kq^4+iv_{\mathbf q})\varphi_{\mathbf q}+\eta_{\mathbf q},\qquad
v_{\mathbf q}=\lambda q^2(\mathbf s\cdot\mathbf q).
\end{equation}
The slope only rotates the phase of each mode. In the variable $\varphi_{\mathbf q}e^{iv_{\mathbf q}t}$ the rotation is gone, and white noise with a rotated phase has the same statistics. Therefore $C_q$ and $\langle(\nabla\varphi)^2\rangle=\int_qq^2C_q$ do not depend on $\mathbf s$. This means $c_1=0$ and $\delta\lambda=0$.

\textbf{Q.} Is that a symmetry, so that it holds at every order?

\textbf{A.} The argument does not extend that far. It works because a pair $\mathbf q,-\mathbf q$ has $v_{\mathbf q}+v_{-\mathbf q}=0$. At the next order three-mode averages enter. They decay at the complex rate $\sum_i(Kq_i^4+iv_{\mathbf q_i})$ with $\sum_i\mathbf q_i=0$, and the $v$ need not cancel. For $\lambda=1$, $\mathbf s=(1,0)$ and wavevectors $(1,0.3)$, $(0.4,-0.8)$, $(-1.4,0.5)$,
\begin{equation}
\sum_iv_{\mathbf q_i}=1.09(1)+0.80(0.4)+2.21(-1.4)=-1.684 .
\end{equation}
Three-mode averages can thus depend on the slope. The exponents below are one-loop results, which higher loops may shift.

\section{The stiffness}

\textbf{Q.} Then everything rests on $K$. Show me $c_2$ with its sign.

\textbf{A.} Take the component $H_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$ and its complex conjugate, and set $\mathbf p=\mathbf q+\mathbf k$. In \eqref{eq:fast} mode $\mathbf q$ drives mode $\mathbf p$ with strength $(-p^2)\lambda(i\mathbf k)\cdot(i\mathbf q)H_{\mathbf k}=\lambda p^2(\mathbf k\cdot\mathbf q)H_{\mathbf k}$. In return $\mathbf p$ drives $\mathbf q$ through $H_{-\mathbf k}=H_{\mathbf k}^*$, with strength $-\lambda q^2(\mathbf k\cdot\mathbf p)H_{\mathbf k}^*$. To first order in $H$, the covariance $G=L^d\langle\varphi_{\mathbf p}\varphi_{\mathbf q}^*\rangle$ obeys
\begin{equation}
\dot G=-K(p^4+q^4)G+\lambda H_{\mathbf k}\left[p^2(\mathbf k\cdot\mathbf q)C_q-q^2(\mathbf k\cdot\mathbf p)C_p\right].
\end{equation}
Since $H$ is slow, set $\dot G=0$; its motion gives terms of higher order in $k$. The two source terms contribute equally to
\begin{equation}
\langle(\nabla\varphi)^2\rangle_{\mathbf k}=\int_q(\mathbf p\cdot\mathbf q)\,G .
\end{equation}
To see this, rename $\mathbf q'=-\mathbf p$ and $\mathbf p'=-\mathbf q$ in the second. Then $\mathbf p'=\mathbf q'+\mathbf k$ still holds, and the term becomes $p'^2(\mathbf k\cdot\mathbf q')C_{q'}$. So
\begin{equation}
\langle(\nabla\varphi)^2\rangle_{\mathbf k}
=\frac{2\lambda H_{\mathbf k}}{K}\int_q
\frac{(\mathbf p\cdot\mathbf q)\,p^2(\mathbf k\cdot\mathbf q)}{p^4+q^4}\,C_q .
\label{eq:response}
\end{equation}

Let $c$ be the cosine between $\mathbf k$ and $\mathbf q$. To the order needed,
\begin{align}
\mathbf p\cdot\mathbf q&=q^2(1+kc/q), & p^2&=q^2(1+2kc/q),\\
\mathbf k\cdot\mathbf q&=kqc, & p^4+q^4&=2q^4(1+2kc/q).
\end{align}
The fraction is therefore
\begin{equation}
\frac{kqc}{2}\left[1+(1+2-2)\frac{kc}{q}\right]=\frac12\left(kqc+k^2c^2\right).
\end{equation}
Over directions $c$ averages to zero and $c^2$ to $1/d$, so
\begin{equation}
\langle(\nabla\varphi)^2\rangle_{\mathbf k}=\frac{\lambda k^2H_{\mathbf k}}{dK}\int_qC_q .
\end{equation}
Multiplying by $\lambda/2$ and by $-k^2$ from the outer Laplacian gives $-\delta K\,k^4H_{\mathbf k}$, with
\begin{equation}
\delta K=A\frac{\lambda^2D}{K^2}\int_q\frac1{q^4},\qquad A=\frac1{2d}.
\label{eq:dK}
\end{equation}
The correction is positive for either sign of $\lambda$. For $\lambda>0$ the fast waves have a smaller mean square slope in valleys, where $\nabla^2H>0$, and the resulting current fills them.

\textbf{Q.} You put the cutoff on the noisy mode $\mathbf q$. Why not on the midpoint of $\mathbf p$ and $\mathbf q$?

\textbf{A.} That is also allowed. With $\mathbf q=\mathbf m-\mathbf k/2$, $\mathbf p=\mathbf m+\mathbf k/2$, and $c$ now the cosine to $\mathbf m$, we have $\mathbf k\cdot\mathbf q=kmc-k^2/2$, $p^2=m^2(1+kc/m)$ and $q^{-4}=m^{-4}(1+2kc/m)$. The factors $\mathbf p\cdot\mathbf q$ and $p^4+q^4$ have no first-order term. The integrand of \eqref{eq:response}, with $C_q=D/(Kq^4)$ and $D/K$ taken out, becomes
\begin{equation}
\frac1{2m^4}\left(kmc-\frac{k^2}{2}\right)\left(1+\frac{3kc}{m}\right)
\;\to\;\frac{k^2}{2m^4}\left(\frac3d-\frac12\right),
\end{equation}
so $A=(6-d)/(4d)$. At $d=2$ the two choices give $1/4$ and $1/2$; at $d=4$ both give $1/8$. Moving the edge of the shell by an amount of order $k$ changes which modes are counted. The amplitude of $K$ then depends on the choice below four dimensions. I must show that the exponent does not.

\section{From the flow to the exponent}

\textbf{Q.} Go on, then.

\textbf{A.} Lower the cutoff as $\mu=\Lambda e^{-l}$, using in each thin shell the $K$ already dressed by faster waves. With $S_d$ the area of the unit sphere, \eqref{eq:dK} gives
\begin{equation}
\frac{dK}{dl}=AgK,\qquad g=\frac{S_d}{(2\pi)^d}\frac{\lambda^2D}{K^3}\mu^{d-4}.
\end{equation}
Since $\lambda$ and $D$ are fixed, $d\ln g/dl=(4-d)-3\,d\ln K/dl$, or
\begin{equation}
\frac{dg}{dl}=g\left[(4-d)-3Ag\right],\qquad g^*=\frac{4-d}{3A}.
\end{equation}
For $d<4$ a small deviation from $g^*$ decays as $e^{-(4-d)l}$. At $g^*$, $d\ln K/dl=Ag^*=(4-d)/3$, and $A$ has cancelled. Only $A>0$ was needed. For $d>4$ a small $g$ dies out and the linear theory returns.

With $K\propto k^{-(4-d)/3}$ the decay rate $Kk^4\propto k^z$ has
\begin{equation}
z=4-\frac{4-d}{3}=\frac{8+d}{3}.
\end{equation}
A surface with $W\propto L^\alpha$ has $S_k\propto k^{-d-2\alpha}$. Matching this to $D/(Kk^4)$ gives
\begin{equation}
2\alpha=4-d-\frac{4-d}{3}\;\Rightarrow\;\alpha=\frac{4-d}{3}.
\end{equation}
At time $t$ the waves up to a length $\xi\propto t^{1/z}$ have saturated, so $W\propto\xi^\alpha$ and
\begin{equation}
\beta=\frac{\alpha}{z}=\frac{4-d}{8+d},\qquad \beta(d=2)=\frac{2/3}{10/3}=\frac15 .
\end{equation}

\textbf{Q.} At $d=2$ your fixed point is $g^*=8/3$ for $A=1/4$. That is not small.

\textbf{A.} Correct. The expansion is controlled near $d=4$, where $g^*$ is small; at $d=2$ it is an extrapolation. I can remove the thin-shell approximation, though not the neglect of higher loops. Replace $Kq^4$ by the unknown rate $\Gamma_q$ in \eqref{eq:response}:
\begin{equation}
\Gamma_k=K_0k^4+\lambda^2k^2\int_q\frac{(\mathbf p\cdot\mathbf q)p^2(\mathbf k\cdot\mathbf q)}{\Gamma_p+\Gamma_q}\frac{D}{\Gamma_q}.
\end{equation}
I solved this at $d=2$ by damped iteration on a logarithmic grid over ten decades of $k$, with $\lambda^2D=100$ in units where $K_0=\Lambda=1$. Between $k=10^{-6}$ and $10^{-4}$ the fitted exponent is $z=3.333$, and the width computed from $\Gamma_k$ grows with $\beta=0.200$. The value itself follows from power counting: once $K_0$ is negligible, $\Gamma_k\propto k^z$ makes the right side scale as $k^{10-2z}$, which forces $z=10/3$. What the solution adds is that the full integral converges with a positive amplitude; it is not independent evidence for the exponent. The equation still uses the response to a static $H$ and the bare noise $D$ when $q$ is comparable to $k$, where both are approximations. The size of the higher-loop shift remains unknown from this calculation.

\section{A film of finite thickness}

\textbf{Q.} Would a real film be thick enough to show $1/5$?

\textbf{A.} At $d=2$ the flow integrates directly. From $3K^2dK=-(3A\lambda^2D/2\pi)\mu^{-3}d\mu$,
\begin{equation}
K^3(k)=K_0^3+\frac{3A\lambda^2D}{4\pi}\left(\frac1{k^2}-\frac1{\Lambda^2}\right).
\label{eq:K}
\end{equation}
I insert this in \eqref{eq:linear}, assuming that faster waves have saturated before they dress slower ones. At late times $K=\kappa k^{-2/3}$, with $\kappa^3=3A\lambda^2D/4\pi$. Setting $v=2\kappa k^{10/3}t$,
\begin{align}
W^2&=\frac{D}{2\pi\kappa}\int_0^\infty k^{-7/3}\left(1-e^{-2\kappa k^{10/3}t}\right)dk\nonumber\\
&=\frac{D}{2\pi\kappa}(2\kappa t)^{2/5}\,\frac3{10}\int_0^\infty v^{-7/5}(1-e^{-v})\,dv
=\frac{3\,\Gamma(3/5)D}{8\pi\kappa}(2\kappa t)^{2/5}.
\end{align}
Integration by parts gives $\frac52\Gamma(3/5)$ for the last integral, where $\Gamma(3/5)$ is the gamma function.

Take a copper-like film evaporated at $v_0=0.2$ nm/s near room temperature, with a rough atomic volume $\Omega=0.012$ nm$^3$. Poisson arrivals on an area $a$ give a height variance $v_0t\Omega/a$, which must equal $2Dt/a$. So $D=v_0\Omega/2=0.0012$ nm$^4$/s. The round model parameters are $K_0=0.01$ nm$^4$/s, $\lambda=0.1$ nm$^3$/s and a shortest wavelength of 2 nm, or $\Lambda=3.14$ nm$^{-1}$. They are chosen for illustration and are not derived from copper. During growth the equation holds only for wavelengths longer than the island spacing $l$, and $K_0$ is expected to be of order the rate in monolayers per second times $l^4$. At about one monolayer per second and $l\ge2$ nm this is 10 nm$^4$/s or more, so the crossover found below is that of the chosen parameters and not that of copper. With $A=1/4$,
\begin{equation}
\kappa^3=\frac{3(0.1)^2(0.0012)}{16\pi}=7.16\times10^{-7},\qquad \kappa=0.00895\ \mathrm{nm^{10/3}/s}.
\end{equation}
The correction in \eqref{eq:K} equals $K_0^3=10^{-6}$ when $k^{-2}=0.101+1.396$ nm$^2$. This gives $k=0.817$ nm$^{-1}$, a wavelength of 7.7 nm.

Numerical integration of \eqref{eq:linear} with \eqref{eq:K} gives these widths and local exponents $d\ln W/d\ln t$:
\begin{center}
\begin{tabular}{rcc}
thickness & $W$ (nm) & local $\beta$\\
10 nm & 0.12 & 0.254\\
100 nm & 0.22 & 0.232\\
1 $\mu$m & 0.36 & 0.217\\
10 $\mu$m & 0.59 & 0.208\\
1 mm & 1.50 & 0.202
\end{tabular}
\end{center}
In this approximation a film of 1 $\mu$m is still in the crossover. The table rests on the thin-shell stiffness with the bare noise $D$ and is not a numerical solution of \eqref{eq:model}; its widths should not be trusted beyond several per cent, nor its exponents beyond about $0.01$.

\textbf{Q.} The first exponent is above $1/4$. Is that an error?

\textbf{A.} It comes from the short-wave cutoff. In the linear theory the cutoff removes a saturated constant, so $W^2=at^{1/2}-b$ with $b>0$. The local exponent is then $\frac14/(1-bt^{-1/2}/a)>\frac14$. At 10 nm this outweighs the reduction by $\lambda$.

\textbf{Q.} And how much of this would survive in a real copper film?

\textbf{A.} At 1 $\mu$m the wave with $2Kk^4t=1$ has $k=0.258$ nm$^{-1}$, a wavelength of 24 nm, and $K=0.0227$ nm$^4$/s. The other shell choice, $A=1/2$, lowers $W$ by 5\%; this shows how sensitive the width is to $A$, but it does not bound the error of the thin-shell approximation. The rms slope is 0.20, or $11^\circ$, so a next nonlinearity of relative order slope squared is about 4\%, if its coefficient is comparable. Shadowing should be weak for a beam near normal incidence, but not for a wide-angle sputtered flux. $W$ is only 1.8 times a rough step height of 0.2 nm, so the continuum description is marginal. At 100 nm $W$ is about one step and at 10 nm it is less than one, so those rows of the table illustrate the equation and do not predict the roughness of a real film.

Thermal diffusion noise must reproduce the equilibrium spectrum $k_BT/(\gamma k^2)$, so its strength is $K_0(k_BT/\gamma)k^2$, with the stiffness not dressed by deposition noise. At 300 K, with a rough surface energy $\gamma=1.5$ J/m$^2$, it is 23\% of $D$ at the cutoff. At the 24 nm wave it is about 0.15\%; putting the larger dressed $K$ in place of $K_0$ would still give only 0.35\%.

The width is also sensitive to the assumption $\nu=0$. A smoothing term matches $Kk^4$ at that wave when
\begin{equation}
\nu=Kk^2=0.0227(0.258)^2=1.5\times10^{-3}\ \mathrm{nm^2/s}.
\end{equation}
This is 4\% of the natural scale, rate times step height, $0.04$ nm$^2$/s. A positive $\nu$ well above this value makes $S_k\simeq D/(\nu k^2)$ for the saturated long waves with $Kk^2\ll\nu$, while shorter waves keep $D/(Kk^4)$. The width then grows only logarithmically and the local exponent falls towards zero. A negative $\nu$, as from step-edge barriers, makes long waves unstable and builds mounds. A polycrystalline film also has grains, whose boundaries and differing orientations can add roughness that this model does not contain. The example therefore describes an idealized grain-free surface with $\nu$ nearly zero; a measured exponent near $1/5$ would not by itself establish this equation.
